# Correlated telegraph dwells caused by a slow hidden trap: a program that tests the result

```python
# Result under test: a slow hidden trap (states 1, 2) switches the mean dwell of
# a fast trap in level A between tau1 and tau2. With equal event weights and a
# very slow hidden trap, successive A dwells have correlation
#     rho = V / (m^2 + 2 V),  m = mean of tau, V = variance of tau over events.
# At finite hidden speed, with rates obeying detailed balance,
#     rho_n = V s lam^n / (m^2 + 2 V s),
#     s = 1/(1+2 alpha),  lam = s/(1+2 beta),
# where hidden rates are alpha/tau1 (1->2), alpha/tau2 (2->1) in level A and
# beta/tau_e both ways in level B. Times are in ms, rates in 1/ms.
# State order of the four-state process: A1, A2, B1, B2.
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq

tau1, tau2, tau_e = 1.0, 9.0, 3.0
alpha = beta = 5e-4
ones = np.ones(2)


def mixture_rho(weights, means):
    w, t = np.array(weights, float), np.array(means, float)
    w = w / w.sum()
    m = w @ t
    v = w @ (t - m) ** 2
    return v / (m * m + 2 * v)


def finite_speed_rho(a, b, lag):
    m, v = (tau1 + tau2) / 2, (tau2 - tau1) ** 2 / 4
    s = 1 / (1 + 2 * a)
    lam = s / (1 + 2 * b)
    return v * s * lam ** lag / (m * m + 2 * v * s)


def generator(a12, a21, b12, b21):
    q = np.zeros((4, 4))
    q[0, 1], q[1, 0], q[2, 3], q[3, 2] = a12, a21, b12, b21
    q[0, 2], q[1, 3] = 1 / tau1, 1 / tau2
    q[2, 0] = q[3, 1] = 1 / tau_e
    return q - np.diag(q.sum(axis=1))


def balanced_generator(a, b):
    return generator(a / tau1, a / tau2, b / tau_e, b / tau_e)


def stationary(q):
    system = np.vstack([q.T, np.ones(4)])
    return np.linalg.lstsq(system, np.array([0, 0, 0, 0, 1.0]), rcond=None)[0]


def dwell_statistics(q, lag=1):
    """Event weights, correlation of A dwells, covariance of A with next B."""
    stay_a = np.linalg.inv(-q[:2, :2])
    stay_b = np.linalg.inv(-q[2:, 2:])
    a_to_b, b_to_a = q[:2, 2:], q[2:, :2]
    entry = stationary(q)[2:] @ b_to_a
    entry = entry / entry.sum()
    cycle = stay_a @ a_to_b @ stay_b @ b_to_a
    mean = entry @ stay_a @ ones
    second = 2 * entry @ stay_a @ stay_a @ ones
    first_weighted = entry @ stay_a @ stay_a @ a_to_b @ stay_b
    joint = (first_weighted @ b_to_a @ np.linalg.matrix_power(cycle, lag - 1)
             @ stay_a @ ones)
    mean_b = entry @ stay_a @ a_to_b @ stay_b @ ones
    cov_ab = first_weighted @ ones - mean * mean_b
    return entry, (joint - mean ** 2) / (second - mean ** 2), cov_ab


def successive_corr(x):
    return np.corrcoef(x[:-1], x[1:])[0, 1]


def simulate(a, jumps, rng):
    """Alternating A, B, A, ... dwells from the four-state jump process."""
    q = balanced_generator(a, a)
    exit_rate = -np.diag(q)
    hidden_rate = np.array([q[0, 1], q[1, 0], q[2, 3], q[3, 2]])
    flip_prob = hidden_rate / exit_rate
    assert np.allclose(flip_prob, flip_prob[0])  # allows one vector draw
    flip = rng.random(jumps) < flip_prob[0]
    hidden = (rng.integers(2) + np.cumsum(flip) - flip) % 2
    level = (np.cumsum(~flip) - (~flip)) % 2
    hold = rng.standard_exponential(jumps) / exit_rate[2 * level + hidden]
    starts = np.flatnonzero(np.r_[True, ~flip[:-1]])
    return np.add.reduceat(hold, starts)[:-1]


def apply_dead_time(dwells, dead):
    """Miss dwells shorter than dead; return apparent A dwells."""
    seen = np.flatnonzero(dwells >= dead)
    level = seen % 2
    lengths = np.add.reduceat(dwells, seen)
    starts = np.flatnonzero(np.r_[True, level[1:] != level[:-1]])
    merged = np.add.reduceat(lengths, starts)[:-1]
    return merged[level[starts][:-1] == 0]


# Slow limit: moments of the joint density by two-dimensional quadrature.
nodes, gw = np.polynomial.legendre.leggauss(400)
t = 200 * (nodes + 1)
gw = 200 * gw
densities = [np.exp(-t / tau) / tau for tau in (tau1, tau2)]
joint_density = sum(0.5 * np.outer(d, d) for d in densities)
weight2d = joint_density * np.outer(gw, gw)
norm = weight2d.sum()
mean_q = t @ weight2d.sum(axis=1)
var_q = t ** 2 @ weight2d.sum(axis=1) - mean_q ** 2
cov_q = t @ weight2d @ t - mean_q ** 2
rho_slow = mixture_rho([1, 1], [tau1, tau2])
assert abs(norm - 1) < 1e-9
assert abs(cov_q / var_q - rho_slow) < 1e-8
assert abs(rho_slow - 0.28) < 0.005

# Bounds on the correlation, scanned over many mixtures.
rng = np.random.default_rng(12)
scan = [mixture_rho([w, 1 - w], [1, r]) for w, r in
        zip(rng.random(3000), 10 ** rng.uniform(0, 6, 3000))]
equal_scan = [mixture_rho([1, 1], [1, r]) for r in np.logspace(0, 6, 200)]
rare_long = mixture_rho([0.999, 0.001], [1, 1e6])
assert max(scan) < 0.5 and 0.49 < rare_long < 0.5
assert 0.333 < max(equal_scan) < 1 / 3

# Finite-speed law against the four-state generator, including alpha != beta.
for a, b in [(alpha, beta), (0.05, 0.2), (0.7, 0.1), (3.0, 2.0)]:
    q = balanced_generator(a, b)
    pi = stationary(q)
    flux = pi[:, None] * q
    assert np.allclose(flux, flux.T, atol=1e-11)
    for lag in (1, 2, 7):
        entry, rho_q, cov_ab = dwell_statistics(q, lag)
        assert np.allclose(entry, 0.5, atol=1e-9)
        assert abs(rho_q - finite_speed_rho(a, b, lag)) < 1e-8
        assert abs(cov_ab) < 1e-8
    swap = [2, 3, 0, 1]
    assert abs(dwell_statistics(q[np.ix_(swap, swap)])[1]) < 1e-8
assert finite_speed_rho(1e4, 1e4, 1) < 1e-6

# Hidden trap that ignores the fast trap: same slow limit, weights from times.
slow = 1e-7
q_free = generator(3 * slow, slow, 3 * slow, slow)
entry_free, rho_free, _ = dwell_statistics(q_free)
assert np.allclose(entry_free, 0.5, atol=1e-5)
assert abs(rho_free - rho_slow) < 1e-5
q_time = generator(slow, slow, slow, slow)
entry_time, rho_time_q, _ = dwell_statistics(q_time)
w_time = np.array([1 / (tau1 + tau_e), 1 / (tau2 + tau_e)])
w_time = w_time / w_time.sum()
rho_time = mixture_rho(w_time, [tau1, tau2])
assert np.allclose(entry_time, w_time, atol=1e-5)
assert abs(rho_time_q - rho_time) < 1e-5

# Simulation with a moderately slow hidden trap, and shuffling as a control.
a_test = 0.05
a_dwells = simulate(a_test, 3_000_000, rng)[0::2]
rho_sim = successive_corr(a_dwells)
rho_shuffled = successive_corr(rng.permutation(a_dwells))
rho_test = finite_speed_rho(a_test, a_test, 1)
assert abs(rho_sim - rho_test) < 0.008   # several statistical errors
assert abs(rho_shuffled) < 0.005

# Many finite records of the worked example, with and without dead time.
dead, records, jumps = 0.1, 200, 250_000
raw, filtered, durations, counts = [], [], [], []
for _ in range(records):
    dwells = simulate(alpha, jumps, rng)
    raw.append(successive_corr(dwells[0::2]))
    filtered.append(successive_corr(apply_dead_time(dwells, dead)))
    durations.append(dwells.sum())
    counts.append(len(dwells[0::2]))
raw, filtered = np.array(raw), np.array(filtered)
m, v = (tau1 + tau2) / 2, (tau2 - tau1) ** 2 / 4
lam = 1 / ((1 + 2 * alpha) * (1 + 2 * beta))
sigma_w = np.sqrt(0.25 * (1 + lam) / (1 - lam) / np.mean(counts))
slope = 2 * m * v * (tau2 - tau1) / (m * m + 2 * v) ** 2
h = 1e-5
slope_fd = (mixture_rho([0.5 + h, 0.5 - h], [tau1, tau2])
            - mixture_rho([0.5 - h, 0.5 + h], [tau1, tau2])) / (2 * h)
assert abs(slope - slope_fd) < 1e-6
sigma_rho = slope * sigma_w
assert abs(raw.mean() - finite_speed_rho(alpha, beta, 1)) < 0.01
assert abs(raw.std(ddof=1) / sigma_rho - 1) < 0.3  # linear error estimate
assert abs((filtered - raw).mean()) < 0.03

# Hidden residence times and interaction energy from the stationary state.
q = balanced_generator(alpha, beta)
pi = stationary(q)
switch_flux = pi[0] * q[0, 1] + pi[2] * q[2, 3]
residence = np.array([pi[0] + pi[2], pi[1] + pi[3]]) / switch_flux
temperature = 300.0
kt = const.k * temperature / const.e
shift = kt * np.log(tau2 / tau1)
coupling = kt * np.log(pi[1] * pi[2] / (pi[0] * pi[3]))
assert abs(coupling - shift) < 1e-8
eps_r, depth = 3.9, 1.0
coulomb = const.e / (4 * np.pi * const.epsilon_0 * eps_r) * 1e9  # eV nm
r_bare = coulomb / shift
r_image = brentq(lambda r: coulomb * (1 / r - 1 / np.hypot(r, 2 * depth))
                 - shift, 0.1, 50)

# Slow common temperature swing, and hidden speed that halves the correlation.
activation, swing = 0.5, 1.0
log_change = activation * swing / (kt * temperature)
factors = np.exp([-log_change, log_change])
rho_swing = mixture_rho(np.ones(4), np.outer(factors, [tau1, tau2]).ravel())
a_half = brentq(lambda a: finite_speed_rho(a, a, 1) - rho_slow / 2, 1e-6, 5)

print(f"A dwell means, hidden states 1 and 2: {tau1:.0f}, {tau2:.0f} ms")
print(f"B dwell mean: {tau_e:.0f} ms")
print(f"mean A dwell, quadrature: {mean_q:.4f} ms")
print(f"covariance of successive A dwells, quadrature: {cov_q:.4f} ms^2")
print(f"variance of A dwells, quadrature: {var_q:.4f} ms^2")
print(f"correlation, quadrature: {cov_q / var_q:.5f}")
print(f"correlation, slow-limit formula: {rho_slow:.5f}")
print(f"equal weights, dwell ratio 1e6: correlation {equal_scan[-1]:.5f}")
print(f"weight 0.001 on a 1e6 times longer dwell: {rare_long:.5f}")
print(f"equal hidden times: event weight of state 1 {w_time[0]:.4f}")
print(f"equal hidden times: correlation {rho_time:.4f}")
print(f"alpha = beta = {alpha:.4f}")
print(f"hidden rates in A, 1->2 and 2->1: {1e3*q[0,1]:.4f}, {1e3*q[1,0]:.4f} 1/s")
print(f"hidden rate in B, both ways: {1e3*q[2,3]:.4f} 1/s")
print(f"hidden residence, 1 and 2: {residence[0]/1e3:.3f}, {residence[1]/1e3:.3f} s")
print(f"time fractions of hidden states: {pi[0]+pi[2]:.4f}, {pi[1]+pi[3]:.4f}")
print(f"persistence per cycle lambda: {lam:.6f}")
for lag in (1, 10, 100, 1000):
    print(f"correlation at lag {lag}: {finite_speed_rho(alpha, beta, lag):.5f}")
print(f"alpha = beta that halves the lag-1 correlation: {a_half:.4f}")
print(f"alpha = beta = {a_test}: formula {rho_test:.4f}, simulated {rho_sim:.4f}")
print(f"same dwells shuffled: correlation {rho_shuffled:.4f}")
print(f"records: {records}, mean length {np.mean(durations)/1e3:.0f} s")
print(f"mean number of A dwells per record: {np.mean(counts):.0f}")
print(f"simulated records: mean correlation {raw.mean():.4f}")
print(f"simulated records: standard deviation {raw.std(ddof=1):.4f}")
print(f"predicted scatter of event weight: {sigma_w:.4f}")
print(f"slope d(rho)/d(w1): {slope:.4f}")
print(f"predicted scatter of correlation: {sigma_rho:.4f}")
print(f"dead time {dead} ms: mean correlation {filtered.mean():.4f}")
print(f"mean change due to dead time: {(filtered - raw).mean():.4f}")
print(f"temperature: {temperature:.0f} K, thermal energy {1e3*kt:.2f} meV")
print(f"level shift for the dwell ratio: {1e3*shift:.2f} meV")
print(f"relative permittivity of SiO2 (rough input): {eps_r}")
print(f"trap separation, unscreened: {r_bare:.2f} nm")
print(f"trap separation, metal plane at {depth:.0f} nm: {r_image:.2f} nm")
print(f"activation energy (rough input): {activation} eV")
print(f"log change of dwells for {swing:.0f} K: {log_change:.4f}")
print(f"correlation with slow +/-{swing:.0f} K swing: {rho_swing:.4f}")
print("OK")
```

Printed output:

```
A dwell means, hidden states 1 and 2: 1, 9 ms
B dwell mean: 3 ms
mean A dwell, quadrature: 5.0000 ms
covariance of successive A dwells, quadrature: 16.0000 ms^2
variance of A dwells, quadrature: 57.0000 ms^2
correlation, quadrature: 0.28070
correlation, slow-limit formula: 0.28070
equal weights, dwell ratio 1e6: correlation 0.33333
weight 0.001 on a 1e6 times longer dwell: 0.49975
equal hidden times: event weight of state 1 0.7500
equal hidden times: correlation 0.3636
alpha = beta = 0.0005
hidden rates in A, 1->2 and 2->1: 0.5000, 0.0556 1/s
hidden rate in B, both ways: 0.1667 1/s
hidden residence, 1 and 2: 4.000, 12.000 s
time fractions of hidden states: 0.2500, 0.7500
persistence per cycle lambda: 0.998003
correlation at lag 1: 0.28002
correlation at lag 10: 0.27503
correlation at lag 100: 0.22974
correlation at lag 1000: 0.03801
alpha = beta that halves the lag-1 correlation: 0.1617
alpha = beta = 0.05: formula 0.2222, simulated 0.2228
same dwells shuffled: correlation -0.0007
records: 200, mean length 997 s
mean number of A dwells per record: 124938
simulated records: mean correlation 0.2808
simulated records: standard deviation 0.0173
predicted scatter of event weight: 0.0447
slope d(rho)/d(w1): 0.3940
predicted scatter of correlation: 0.0176
dead time 0.1 ms: mean correlation 0.2723
mean change due to dead time: -0.0086
temperature: 300 K, thermal energy 25.85 meV
level shift for the dwell ratio: 56.80 meV
relative permittivity of SiO2 (rough input): 3.9
trap separation, unscreened: 6.50 nm
trap separation, metal plane at 1 nm: 1.96 nm
activation energy (rough input): 0.5 eV
log change of dwells for 1 K: 0.0645
correlation with slow +/-1 K swing: 0.2820
OK
```
